# Thermal expansion from volume-enthalpy fluctuations at constant pressure

## The result

At fixed particle number $N$ and fixed hydrostatic pressure $P$, the volumetric thermal expansion coefficient is

$$\alpha_V\equiv\frac{1}{\langle V\rangle}\left(\frac{\partial\langle V\rangle}{\partial T}\right)_P=\frac{\langle VH\rangle-\langle V\rangle\langle H\rangle}{\langle V\rangle\,k_BT^2},\qquad H=E+PV. \tag{1}$$

Here $V$ is the instantaneous volume, $E$ the instantaneous energy (kinetic plus potential), and $H$ the instantaneous enthalpy. Angle brackets are averages in the constant-pressure ensemble at temperature $T$. A simulation at one temperature therefore gives a temperature derivative.

Four conditions are used. The Hamiltonian does not depend on $T$, and neither does the integration measure for $V$. The averages converge; if the potential energy stays bounded as $V$ grows, this requires $P>0$ or a restriction to a finite range of volumes. The sampled states follow the equilibrium distribution, and they stay within one phase if the coefficient of that phase is wanted. The energy in $H$ belongs to the same potential that generated the states. The other three conditions are taken up below where they enter. Since the example concerns a memory-capacitor oxide, energies are in eV, volumes in nm³ and pressures in GPa.

## First case: an ideal gas

The positions of $N$ free particles contribute a factor $V^N$ to the phase-space integral, and the momentum integral does not depend on $V$. With $\beta=1/(k_BT)$, the volume has the distribution $p(V)\propto V^Ne^{-\beta PV}$. From $\int_0^\infty V^m e^{-\beta PV}dV=m!/(\beta P)^{m+1}$,

$$\langle V\rangle=\frac{N+1}{\beta P},\qquad \langle V^2\rangle=\frac{(N+2)(N+1)}{(\beta P)^2},$$

$$\mathrm{Var}(V)=\frac{(N+1)\,[(N+2)-(N+1)]}{(\beta P)^2}=\frac{N+1}{(\beta P)^2}.$$

The kinetic energy is independent of $V$, so $\mathrm{Cov}(V,H)=P\,\mathrm{Var}(V)$. Equation (1) then gives

$$\alpha_V=\frac{P(N+1)/(\beta P)^2}{[(N+1)/(\beta P)]\,k_BT^2}=\frac{1}{\beta k_BT^2}=\frac1T .$$

The definition gives the same: $\langle V\rangle=(N+1)k_BT/P$ is proportional to $T$. The agreement holds for any $N$, which suggests that (1) does not need a large system.

## General classical case

Let $\Gamma$ stand for all positions and momenta. The normalisation and the mean volume are

$$\Delta=\int dV\int d\Gamma\,e^{-\beta(E+PV)},\qquad \langle V\rangle=\frac1\Delta\int dV\int d\Gamma\,V e^{-\beta(E+PV)}.$$

If positions are written as $V^{1/3}$ times scaled coordinates, the change of variables supplies the factor $V^N$. This factor is independent of $T$ and is not differentiated. Differentiating at fixed $P$, each exponential brings down $-(E+PV)=-H$:

$$\frac{\partial\Delta}{\partial\beta}=-\Delta\langle H\rangle,\qquad \frac{\partial}{\partial\beta}\big(\Delta\langle V\rangle\big)=-\Delta\langle VH\rangle .$$

Expanding the product on the left of the second equation and inserting the first,

$$\Delta\frac{\partial\langle V\rangle}{\partial\beta}-\Delta\langle H\rangle\langle V\rangle=-\Delta\langle VH\rangle
\;\Rightarrow\;
\frac{\partial\langle V\rangle}{\partial\beta}=-\mathrm{Cov}(V,H).$$

Since $d\beta/dT=-1/(k_BT^2)$, the two minus signs cancel:

$$\left(\frac{\partial\langle V\rangle}{\partial T}\right)_P=\frac{\mathrm{Cov}(V,H)}{k_BT^2}.$$

Division by $\langle V\rangle$ gives (1). No large-$N$ step was taken. Replacing $dV$ by $dV/V$ changes the ensemble and can shift $\alpha_V$ by a finite-size amount, although for the ideal gas $\alpha_V$ stays at $1/T$. Equation (1) holds within either ensemble. The same derivation applies if the integral is restricted to a region of configuration space that does not depend on $T$, which is how a metastable phase can be treated.

The sign has a direct reading. If large-volume states tend to have high enthalpy, heating favours them and the system expands. A negative covariance means contraction on heating.

### Kinetic energy may be left out

For classical particles the momentum distribution at given $V$ is Maxwellian and does not depend on $V$. The conditional mean of the kinetic energy $K$ is then a constant, and $\mathrm{Cov}(V,K)=0$. With $U$ the potential energy,

$$\mathrm{Cov}(V,H)=\mathrm{Cov}(V,U+PV).$$

The two sides have equal means in sampling, but the right side has less noise, as quantified below.

### The $PV$ term may not be left out

Differentiating $\langle V\rangle$ with respect to $P$ brings down $-\beta V$ instead of $-H$, so $\partial\langle V\rangle/\partial P=-\beta\,\mathrm{Var}(V)$. The isothermal compressibility is therefore

$$\kappa_T=-\frac1{\langle V\rangle}\left(\frac{\partial\langle V\rangle}{\partial P}\right)_T=\frac{\mathrm{Var}(V)}{\langle V\rangle k_BT}. \tag{2}$$

Using $E$ in place of $H$ removes $P\,\mathrm{Var}(V)$ from the covariance, and the result is

$$\frac{\mathrm{Cov}(V,E)}{\langle V\rangle k_BT^2}=\alpha_V-\frac{P\,\mathrm{Var}(V)}{\langle V\rangle k_BT^2}=\alpha_V-\frac{P\kappa_T}{T}. \tag{3}$$

The ideal gas is a severe limit: there $\kappa_T=1/P$ for any $N$, and (3) gives zero instead of $1/T$.

## A solid with harmonic modes

Consider a cell with static energy $U_0(V)$, its centre of mass held fixed, and $f$ classical vibrational modes. All frequencies follow $\omega_i\propto V^{-\gamma}$, where $\gamma$ is the Grüneisen parameter. The variables are real mode displacements, so no further volume factor arises. Each mode contributes

$$\int dp\,dq\,e^{-\beta(p^2/2m+m\omega_i^2q^2/2)}=\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega_i^2}}=\frac{2\pi}{\beta\omega_i}\propto V^{\gamma}.$$

The volume distribution is therefore

$$p(V)\propto V^{\gamma f}e^{-\beta[U_0(V)+PV]}.$$

Setting the derivative of $\ln p$ to zero gives the most probable volume $V_*$:

$$U_0'(V_*)+P=\frac{\gamma fk_BT}{V_*}\equiv P_{\rm th}. \tag{4}$$

The vibrations exert a thermal pressure $P_{\rm th}$ that pushes the cell up the slope of its static enthalpy.

By equipartition the mean mode energy at given volume is $fk_BT$, whatever the volume. The modes therefore add nothing directly to the covariance, which comes from $U_0+PV$. In a large cell the volume fluctuates little, and this static enthalpy may be linearised about $V_*$ with slope $P_{\rm th}$. With (2),

$$\mathrm{Cov}(V,H)\simeq P_{\rm th}\mathrm{Var}(V)=P_{\rm th}\langle V\rangle k_BT\kappa_T
\;\Rightarrow\;
\alpha_V\simeq\frac{P_{\rm th}\kappa_T}{T}=\frac{\gamma fk_B\kappa_T}{V_*}. \tag{5}$$

Macroscopic thermodynamics gives the same result by another road. Equation (4) is the equation of state $P=-U_0'(V)+\gamma fk_BT/V$, so $(\partial P/\partial T)_V=\gamma fk_B/V$. At constant pressure,

$$0=\left(\frac{\partial P}{\partial T}\right)_V+\left(\frac{\partial P}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P=\left(\frac{\partial P}{\partial T}\right)_V-\frac{\alpha_V}{\kappa_T}, \tag{6}$$

because $(\partial P/\partial V)_T=-1/(V\kappa_T)$. This is (5). For $\gamma=0$ the thermal pressure vanishes, and so does the expansion of a large cell in this model.

## Numbers for a hafnia-like cell

The cell has 32 formula units, a reference volume of 1.088 nm³ and $f=285$ modes, with $\gamma=1.3$. Its static energy is of Murnaghan form, with bulk modulus 200 GPa and pressure derivative 4. The conditions are 300 K and 1 GPa. Numerical integration over $V$ gives $\langle V\rangle=1.09028$ nm³ and $\mathrm{Cov}(V,H)=1.9994\times10^{-4}$ eV nm³. With $k_BT^2=7.7556$ eV K,

$$\alpha_V=\frac{1.9994\times10^{-4}}{1.09028\times7.7556}\ \mathrm{K^{-1}}=23.65\times10^{-6}\ \mathrm{K^{-1}}.$$

A finite difference of $\langle V\rangle$ between neighbouring temperatures, which uses no covariance, gives the same value to all six printed digits. The measure $dV/V$ gives $23.58\times10^{-6}$ K⁻¹, a change of 0.3%.

The thermal pressure is 1.408 GPa and the compressibility 0.005006 GPa⁻¹. Equation (5) then gives

$$\frac{1.408\times0.005006}{300}\ \mathrm{K^{-1}}=23.5\times10^{-6}\ \mathrm{K^{-1}}.$$

The small cell lies 0.7% above this limit. A cell 100 times larger gives $23.488\times10^{-6}$ K⁻¹ against a limiting value of 23.486 in the same unit, so the difference is a finite-size effect.

Leaving out $PV$ at 1 GPa lowers the answer to $6.96\times10^{-6}$ K⁻¹. The loss is $P\kappa_T/T=16.7\times10^{-6}$ K⁻¹, as (3) requires. The effect of pressure itself is much smaller in this constant-$\gamma$ model: at 0.0001 GPa, close to atmospheric pressure, the coefficient is $24.0\times10^{-6}$ K⁻¹.

## How many frames are needed

A direct Monte Carlo calculation sampled volume and mode displacements from their joint energy, without being given $p(V)$. The potential enthalpy gave $(23.61\pm0.06)\times10^{-6}$ K⁻¹ and the total enthalpy $(23.65\pm0.06)\times10^{-6}$ K⁻¹. The uncertainties are standard errors (0.055 and 0.063 before rounding), and both values agree with the integration. They come from a correlated chain and do not show the ratio derived next for independent frames.

To predict such errors, let $\delta V$ and $\delta H$ be deviations from the means, $\sigma_V$ and $\sigma_H$ their standard deviations, and $c=\mathrm{Cov}(V,H)$. For jointly Gaussian fluctuations the fourth moment splits into pairs:

$$\langle\delta V^2\delta H^2\rangle=\sigma_V^2\sigma_H^2+2c^2,\qquad \mathrm{Var}(\delta V\delta H)=\sigma_V^2\sigma_H^2+c^2 .$$

Averaging over $n$ independent frames divides this variance by $n$, to leading order in $1/n$. With the correlation $\rho=c/(\sigma_V\sigma_H)$, the relative standard error of the covariance is

$$\epsilon=\sqrt{\frac{1+1/\rho^2}{n}}. \tag{7}$$

In the example $\rho=0.135$ for the potential enthalpy and 0.096 for the total enthalpy. A 5% error needs about 22,000 independent frames in the first case and 44,000 in the second. The factor of two arises because kinetic and potential mode energies each have variance $f(k_BT)^2/2$; dropping the kinetic part nearly halves $\sigma_H^2$ and leaves $c$ unchanged. Successive frames of a trajectory are correlated, so more of them are needed.

A larger cell does not improve $\rho$. Repeating the temperature derivative with $H$ in place of $V$ gives $C_P=\mathrm{Var}(H)/(k_BT^2)$ for the total enthalpy. With (1) and (2),

$$\rho^2=\frac{(\alpha_V\langle V\rangle k_BT^2)^2}{(\langle V\rangle k_BT\kappa_T)(k_BT^2C_P)}=\frac{\alpha_V^2\langle V\rangle T}{\kappa_TC_P}. \tag{8}$$

Both $\langle V\rangle$ and $C_P$ grow in proportion to size, so their ratio does not. In a large system the entropy $S$ gives

$$C_P-C_V=T\left(\frac{\partial S}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P=T\,\frac{\alpha_V}{\kappa_T}\,\alpha_VV,$$

where the Maxwell relation $(\partial S/\partial V)_T=(\partial P/\partial T)_V$ and (6) were used. Hence $\rho^2\to1-C_V/C_P$. Solids whose two heat capacities nearly coincide are costly cases for this estimator. For the 100-fold cell the two sides are 0.009077 and 0.009095. The gap, $1.71\times10^{-5}$ before rounding, has a simple origin: the nearly Gaussian volume is one extra quadratic degree of freedom and adds about $k_B/2$ to $C_P$ ($0.49\,k_B$ in this model). The estimate $0.5/28500=1.75\times10^{-5}$ is within 3% of the gap.

## Quantum nuclei

Let the nuclei have the Hamiltonian operator $\hat H_N(V)$, with $V$ still an ordinary number that sets the size of the cell. Then

$$p(V)\propto e^{-\beta PV}Z(V,\beta),\qquad Z=\mathrm{Tr}\,e^{-\beta\hat H_N(V)},\qquad -\frac{\partial\ln Z}{\partial\beta}=\bar E(V,\beta),$$

where $\bar E$ is the thermal mean energy at fixed volume. The unnormalised weight now has the $\beta$-derivative $-(\bar E+PV)$ times itself. The steps that led to (1) go through unchanged, with $H$ replaced by $\bar E(V,\beta)+PV$. An energy estimator that fluctuates at fixed $V$ may also be used, provided its mean at each volume is $\bar E$.

For harmonic modes, $\bar E=U_0+\sum_i\tfrac12\hbar\omega_i\coth(\beta\hbar\omega_i/2)$. When $k_BT\gg\hbar\omega_i$, $\coth x\simeq1/x$ turns each term into $k_BT$, and the classical case returns.

In the example the mode energies are spread evenly from 10 to 90 meV at the reference volume, while $k_BT$ is about 26 meV. The quantum coefficient is $17.2\times10^{-6}$ K⁻¹, which is 27% below the classical one. At 400 K the values are 19.6 and 23.8 in the same unit, a reduction of 17%. The cause follows from (6). All modes share one $\gamma$, so a change of volume gives the vibrational pressure $\gamma E_{\rm vib}/V$, and $(\partial P/\partial T)_V=\gamma C_V/V$. Stiff modes that are not fully excited lower $C_V$ and with it the expansion.

## Potentials that depend on temperature

A learned potential may be fitted to a free energy, for example one that includes electronic entropy at temperature $T$. The weight is then $e^{-\beta[W(T)+PV]}$, where $W$ also depends on the configuration. Its logarithmic derivative contains

$$\frac{\partial(\beta W)}{\partial\beta}=W+\beta\frac{\partial W}{\partial\beta}=W-T\frac{\partial W}{\partial T}, \tag{9}$$

since $\beta\,\partial/\partial\beta=-T\,\partial/\partial T$. The quantity to correlate with $V$ is this internal energy plus $PV$, not $W+PV$.

The error can be large. Suppose all nuclear motion has been absorbed into a free energy, so that $p(V)\propto e^{-\beta G(V)}$, and $G$ itself is inserted in the covariance. Near its minimum $G$ is quadratic, and $\mathrm{Cov}(V,G)$ is proportional to the third central moment of a Gaussian, which is zero. What survives comes from the departure from that form. For the quantum cell this misuse gives $0.16\times10^{-6}$ K⁻¹ instead of 17.2. When $W$ holds only a weak electronic contribution, the covariance lacks only the part $\mathrm{Cov}(V,-T\,\partial W/\partial T)$, which may be small.

## Energies from another potential

Suppose frames are sampled with a learned potential $U_L$, but energies from a reference calculation $U_R$ are inserted in (1). Let the two differ by a stress error, $U_L=U_R+sV$. The inserted enthalpy is $H_L-sV$, and by the algebra of (3) the result is biased by

$$\delta\alpha_V=-\frac{s\kappa_T}{T}. \tag{10}$$

For $s=0.1$ GPa the bias is $-1.67\times10^{-6}$ K⁻¹ relative to the learned solid ($-1.70\times10^{-6}$ K⁻¹ relative to the reference solid), or 7% of the coefficient. With the learned potential's own energies, the same stress error acts as 0.1 GPa of extra pressure and shifts the coefficient by $-0.04\times10^{-6}$ K⁻¹. More accurate energies thus make the answer worse here, because they do not match the ensemble. A constant energy offset drops out of the covariance. Using the matching energies does not remove errors of the learned $\gamma$ or compressibility, since these change the expansion of the learned solid itself.

## Frames from a second phase

Let a fraction $x$ of the frames be displaced by $\Delta V$ and $\Delta H$, with unchanged fluctuations about the new means. If $b$ is 1 in those frames and 0 otherwise, $\mathrm{Var}(b)=x-x^2$, and the covariance gains $x(1-x)\Delta V\Delta H$. For small $x$ the change of $\langle V\rangle$ can be neglected, so

$$\delta\alpha_V=\frac{x(1-x)\,\Delta V\,\Delta H}{\langle V\rangle k_BT^2}. \tag{11}$$

Take one frame in a thousand, a competing phase 3% larger in volume ($\Delta V=0.03264$ nm³), and an enthalpy lower by 0.07 eV per formula unit ($\Delta H=-2.24$ eV). These jumps are assumed round values. Then

$$\delta\alpha_V=\frac{0.001\times0.999\times0.03264\times(-2.24)}{1.09028\times7.7556}\ \mathrm{K^{-1}}=-8.6\times10^{-6}\ \mathrm{K^{-1}},$$

which is 37% of the single-phase coefficient. If both phases were sampled in full equilibrium, (1) would still be exact: with fixed jumps $dx/dT=x(1-x)\Delta H/(k_BT^2)$, and (11) is then the real term $\Delta V\,(dx/dT)/\langle V\rangle$. It is a contamination when the single-phase coefficient is wanted or when $x$ is not the equilibrium fraction. Here $\Delta H\approx-87\,k_BT$, so $x=0.001$ is an equilibrium fraction only if the second phase is lower in entropy by about $94\,k_B$ per cell. At fixed $x$ both jumps grow with the cell, so the contamination grows in proportion to size. The volume record should therefore be inspected for such visits before the covariance is used.

## From the model to a capacitor film

The inputs are rough typical values for hafnia, not a computed equation of state. A third of the classical coefficient is a linear expansion of $7.9\times10^{-6}$ K⁻¹; the quantum value corresponds to 5.7 in the same unit. Several $10^{-6}$ K⁻¹ is the right rough size for hafnia. The hydrostatic 1 GPa is a model choice. Ferroelectric hafnia layers are typically about 10 nm thick and held by electrodes and a substrate, so real devices break the assumption of free expansion under equal pressure on all sides.

For an isotropic film, let $\alpha_l=\alpha_V/3$, let $\alpha_s$ be the substrate's linear expansion, $\nu$ Poisson's ratio, $Y$ Young's modulus and $\tau$ the in-plane stress added per kelvin. The normal stress stays fixed. Hooke's law gives

$$\alpha_s=\alpha_l+\frac{(1-\nu)\tau}{Y},\qquad \alpha_z=\alpha_l-\frac{2\nu\tau}{Y}=\alpha_l+\frac{2\nu}{1-\nu}(\alpha_l-\alpha_s).$$

With $\nu=0.3$ and a silicon-like $\alpha_s=3\times10^{-6}$ K⁻¹, the classical model gives $\alpha_z=12.1\times10^{-6}$ K⁻¹. The film's volume coefficient, $2\alpha_s+\alpha_z$, is $18.1\times10^{-6}$ K⁻¹, 24% below the free value. A 10 nm film warmed by 100 K thickens by 0.012 nm.

A polarization $\mathcal P$ adds a volume strain $Q\mathcal P^2$ and hence an expansion of size $2|Q\mathcal P\,d\mathcal P/dT|$. An assumed $|Q|=0.02$ m⁴/C², with 20 µC/cm² and a change of 0.005 µC/cm² per kelvin, gives $0.4\times10^{-6}$ K⁻¹, about 2% of the free coefficient. Its sign is left open, and it would grow near a ferroelectric transition if $\mathcal P^2$ changed faster with temperature there. Elastic anisotropy, different Grüneisen parameters for different modes and coupling between modes are not sized here. Among the sized corrections to the classical free solid, quantum nuclei and clamping to a silicon-like substrate are the largest, each about a quarter at 300 K when taken alone. Applied to the quantum coefficient, the same clamping lowers the volume expansion by 18%, and the clamping correction changes sign for a substrate with $\alpha_s>\alpha_l$. The numerical output lists the values used.

## Values computed for the example and the checks

```
Formula units in cell: 32
Vibrational modes: 285
Reference cell volume: 1.088 nm^3
Static bulk modulus: 200 GPa
Bulk modulus pressure derivative: 4
Grueneisen parameter: 1.3
Lowest mode energy: 10 meV
Highest mode energy: 90 meV
Temperature: 300 K
Pressure: 1 GPa
Mean volume: 1.09028 nm^3
Volume standard deviation: 0.0047548 nm^3
Cov(V,H): 0.00019994 eV nm^3
k_B T^2: 7.7556 eV K
alpha from covariance: 23.6453 1e-6/K
alpha from d<V>/dT: 23.6453 1e-6/K
alpha, measure dV/V: 23.581 1e-6/K
alpha, large-cell formula: 23.486 1e-6/K
alpha, 100-fold cell: 23.488 1e-6/K
alpha at 0.0001 GPa: 24.004 1e-6/K
Thermal pressure: 1.4076 GPa
Compressibility: 0.0050063 1/GPa
alpha with PV left out: 6.9577 1e-6/K
Learned-potential stress error: 0.1 GPa
Shift of alpha, own energies: -0.0352 1e-6/K
Bias of alpha, reference energies: -1.665 1e-6/K
Monte Carlo alpha, potential H: 23.606 1e-6/K
  its standard error: 0.055 1e-6/K
Monte Carlo alpha, total H: 23.647 1e-6/K
  its standard error: 0.063 1e-6/K
Correlation V with potential H: 0.1348
Correlation V with total H: 0.09582
Frames for 5% error, potential H: 2.24e+04
Frames for 5% error, total H: 4.4e+04
Large cell: squared correlation: 0.009077
Large cell: 1 - C_V/C_P: 0.009095
Quantum alpha at 300 K: 17.198 1e-6/K
Quantum alpha, free energy misused: 0.157 1e-6/K
Classical alpha at 400 K: 23.756 1e-6/K
Quantum alpha at 400 K: 19.632 1e-6/K
Stray-frame fraction: 0.001
Stray-phase volume jump: 0.03264 nm^3
Stray-phase enthalpy jump: -2.24 eV
Stray-frame change of alpha: -8.638 1e-6/K
Poisson ratio: 0.3
Substrate linear expansion: 3 1e-6/K
Free linear expansion: 7.8818 1e-6/K
Clamped film normal expansion: 12.066 1e-6/K
Clamped film volume expansion: 18.066 1e-6/K
Film thickness: 10 nm
Film warming: 100 K
Film thickness change: 0.0121 nm
Assumed electrostriction magnitude: 0.02 m^4/C^2
Polarization: 20 uC/cm2
Polarization change per kelvin, size: 0.005 uC/cm2/K
Electrostrictive alpha, size: 0.4 1e-6/K
```
